# Sampling error of a diagonal Onsager coefficient from collective displacements: verification in Python

```python
"""
Result under test: for independent segments with isotropic Gaussian collective
displacement R (sum over all atoms of one species), the diagonal Onsager
coefficient L = <|R|^2>/(6 V kB T t) has relative standard error sqrt(2/(3 M)).
M: number of segments, V: cell volume, T: temperature, t: segment duration.
One percent error needs M = 6667, whatever the number of atoms.
Also tested: hop-number correction, overlap of windows, off-diagonal cost,
and the size of effects left out for carbon in austenite (rough inputs).
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import chi2

rng = np.random.default_rng(24681)
target = 0.01


def relative_variance(values):
    return values.var() / values.mean() ** 2


# Gaussian moments by quadrature, isotropic and anisotropic
nodes, weights = np.polynomial.hermite_e.hermegauss(8)
weights = weights / weights.sum()
x, y, z = np.meshgrid(nodes, nodes, nodes, indexing="ij")
w3 = np.einsum("i,j,k->ijk", weights, weights, weights)


def gaussian_relative_variance(s):
    square = s[0] * x**2 + s[1] * y**2 + s[2] * z**2
    mean = (w3 * square).sum()
    return (w3 * square**2).sum() / mean**2 - 1


for s in [(1, 1, 1), (1, 2, 4), (1, 0, 0)]:
    s = np.array(s, float)
    formula = 2 * (s**2).sum() / s.sum() ** 2
    assert abs(gaussian_relative_variance(s) - formula) < 1e-10
iso_variance = gaussian_relative_variance((1, 1, 1))
axis_variance = gaussian_relative_variance((1, 0, 0))
segments_real = 2 / (3 * target**2)
segments = math.ceil(segments_real)

# Repeated synthetic measurements with the predicted number of segments
estimates = np.array([(rng.standard_normal((segments, 3)) ** 2).sum() / (3 * segments)
                      for _ in range(1000)])
observed_error = estimates.std(ddof=1)
# the standard deviation from 1000 repeats is itself uncertain by 2.2 percent
assert abs(observed_error / target - 1) < 0.08
freedom = 3 * segments
coverage = (chi2.cdf(freedom * (1 + target), freedom)
            - chi2.cdf(freedom * (1 - target), freedom))
assert abs(np.mean(abs(estimates - 1) < target) - coverage) < 0.06

# Off-diagonal coefficient: product of two correlated Gaussian vectors
rho = 0.1
product = x * (rho * x + math.sqrt(1 - rho**2) * y)
mean_product = (w3 * product).sum()
cross_direct = ((w3 * product**2).sum() / mean_product**2 - 1) / 3
cross_variance = (1 + 1 / rho**2) / 3
assert abs(cross_direct / cross_variance - 1) < 1e-9

# Poisson number of fcc hops: full probability distribution by Fourier transform
test_hops = 3.0
grid = 32
k = 2 * np.pi * np.fft.fftfreq(grid)
cx, cy, cz = np.meshgrid(np.cos(k), np.cos(k), np.cos(k), indexing="ij")
hop_transform = (cx * cy + cy * cz + cz * cx) / 3
probability = np.fft.ifftn(np.exp(test_hops * (hop_transform - 1))).real
coord = np.fft.fftfreq(grid) * grid
gx, gy, gz = np.meshgrid(coord, coord, coord, indexing="ij")
r2 = gx**2 + gy**2 + gz**2
hop_variance = (probability * r2**2).sum() / (probability * r2).sum() ** 2 - 1
assert abs(hop_variance - (2 / 3 + 1 / test_hops)) < 1e-6

# Dense overlap of windows: exact variance of the Gaussian quadratic form
window, length = 20, 800
number_windows = length - window + 1
selector = np.zeros((number_windows, length))
for i in range(number_windows):
    selector[i, i:i + window] = 1
gram = selector @ selector.T
overlap_variance = 2 * (gram**2).sum() / (3 * np.trace(gram) ** 2)
overlap_factor = overlap_variance / ((2 / 3) * window / length)
# finite trajectory length (40 windows) shifts the limit 2/3 by about 2 percent
assert abs(overlap_factor / (2 / 3) - 1) < 0.03


# Lattice gas on fcc sites; two successive segments for many replicas
def lattice_gas(edge, n_a, n_b, rate_b, attempts, replicas):
    sites, number = edge**3, n_a + n_b
    half = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                     [1, -1, 0], [0, 1, -1], [1, 0, -1]])
    hops = np.vstack([half, -half])
    cart = (hops @ np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])).astype(np.int16)
    cells = np.array(np.unravel_index(np.arange(sites), (edge,) * 3)).T
    target_cells = (cells[:, None, :] + hops[None, :, :]) % edge
    table = (target_cells * np.array([edge**2, edge, 1])).sum(axis=2)
    rows = np.arange(replicas)
    start = np.tile(np.arange(sites, dtype=np.int32), (replicas, 1))
    place = rng.permuted(start, axis=1)[:, :number].copy()
    full = np.zeros((replicas, sites), bool)
    full[rows[:, None], place] = True
    result = []
    for _ in range(2):
        shift = np.zeros((replicas, number, 3), np.int16)
        count = rng.poisson(attempts * number, replicas)
        for step in range(count.max()):
            atom = rng.integers(number, size=replicas)
            way = rng.integers(12, size=replicas)
            old = place[rows, atom]
            new = table[old, way]
            go = (step < count) & ~full[rows, new]
            if n_b:
                go &= (atom < n_a) | (rng.random(replicas) < rate_b)
            r, a, n = rows[go], atom[go], new[go]
            full[r, old[go]] = False
            full[r, n] = True
            place[r, a] = n
            shift[r, a] += cart[way[go]]
        moved = shift[:, :n_a].astype(float)
        collective = (moved.sum(axis=1) ** 2).sum(axis=1)
        tracer = (moved**2).sum(axis=2).mean(axis=1)
        result.append((collective, tracer))
    return result


attempts, replicas = 6.0, 12000
gas = []
for edge, n_a, n_b in [(4, 12, 4), (8, 96, 32)]:
    first, second = lattice_gas(edge, n_a, n_b, 0.5, attempts, replicas)
    collective = relative_variance(np.concatenate([first[0], second[0]]))
    tracer = relative_variance(np.concatenate([first[1], second[1]]))
    memory = np.corrcoef(first[0], second[0])[0, 1]
    open_share = 1 - (n_a + n_b - 1) / (edge**3 - 1)
    hops_one = attempts * open_share
    # sampling error of the collective relative variance is about 0.01
    assert abs(collective - (2 / 3 + 1 / (n_a * hops_one))) < 0.05
    # the tracer formula leaves out correlations caused by blocking
    assert abs(tracer * n_a / (2 / 3 + 1 / hops_one) - 1) < 0.20
    assert abs(memory) < 0.04
    gas.append((n_a, collective, tracer, memory))
tracer_ratio = gas[0][2] / gas[1][2]
assert abs(tracer_ratio / (gas[1][0] / gas[0][0]) - 1) < 0.15

# One solute: collective mean square with site blocking
first, second = lattice_gas(4, 16, 0, 1.0, attempts, replicas)
gas_mean = np.concatenate([first[0], second[0]]).mean()
gas_formula = 16 * attempts * 2 * (1 - 15 / 63)
assert abs(gas_mean / gas_formula - 1) < 0.03

# Carbon in austenite, rough typical inputs
temperature = 1200.0          # K
lattice = 0.36                # nm
diffusivity = 1e-7            # cm2/s, dilute limit
iron, carbon = 4000, 160
duration = 10e-9              # s
frequency = 1e13              # Hz, rough vibration and barrier frequency
mass_c, mass_fe = 12.011, 55.845
kt_joule = const.k * temperature
kt_ev = kt_joule / const.e
volume = iron / 4 * lattice**3
hop_length = lattice / math.sqrt(2)
d_nm = diffusivity * 1e14
attempt_rate = 6 * d_nm / hop_length**2
blocked = (carbon - 1) / (iron - 1)
hops_atom = attempt_rate * duration * (1 - blocked)
hops_total = carbon * hops_atom
mean_square = hops_total * hop_length**2
onsager = mean_square / (6 * volume * kt_ev * duration)
corrected = (2 / 3 + 1 / hops_total) / target**2
tracer_segments = (2 / 3 + 1 / hops_atom) / (carbon * target**2)
total_time = segments * duration

# Thermal vibration: classical harmonic average checked by a Boltzmann sum
omega = 2 * math.pi * frequency
spring = mass_c * const.atomic_mass * omega**2
vibration = kt_joule / spring * 1e18
u = np.linspace(-0.2, 0.2, 4001)
boltzmann = np.exp(-spring * (u * 1e-9) ** 2 / (2 * kt_joule))
assert abs((u**2 * boltzmann).sum() / boltzmann.sum() / vibration - 1) < 1e-6
vibration_bias = carbon * 6 * vibration / mean_square

# Parabolic barrier: quantum factor checked by integrating the transmission
reduced = const.h * frequency / kt_joule
quantum = (reduced / 2) / math.sin(reduced / 2)
integral = quad(lambda e: math.exp(-e) / (1 + math.exp(-2 * math.pi * e / reduced)),
                -10, 40, points=[-1, 0, 1, 5], limit=300)[0]
assert abs(integral / quantum - 1) < 1e-6

# Centre-of-mass frame instead of lattice frame
mass_share = carbon * mass_c / (carbon * mass_c + iron * mass_fe)
frame_factor = (1 - mass_share) ** 2
moves = np.zeros((iron + carbon, 3))
moves[:carbon] = rng.standard_normal((carbon, 3))
masses = np.r_[np.full(carbon, mass_c), np.full(iron, mass_fe)]
centre = (masses[:, None] * moves).sum(axis=0) / masses.sum()
lattice_square = (moves[:carbon].sum(axis=0) ** 2).sum()
centre_square = ((moves - centre)[:carbon].sum(axis=0) ** 2).sum()
assert abs(centre_square / lattice_square - frame_factor) < 1e-10
neighbour_share = 1 - math.prod((iron - 1 - carbon + 1 - i) / (iron - 1 - i)
                                for i in range(12))

print(f"target relative standard error: {100 * target:.1f} %")
print(f"relative variance, isotropic Gaussian: {iso_variance:.4f}")
print(f"segments before rounding up: {segments_real:.1f}")
print(f"segments needed: {segments}")
print(f"relative variance, one axis only: {axis_variance:.4f}")
print(f"segments needed, one axis only: {axis_variance / target**2:.0f}")
print(f"error seen in 1000 synthetic repeats: {100 * observed_error:.3f} %")
print(f"probability to lie within 1 %: {100 * coverage:.1f} %")
print(f"overlap factor, 40 window lengths: {overlap_factor:.4f}")
print(f"window lengths needed, dense overlap: {2 / 3 * segments_real:.0f}")
print(f"off-diagonal correlation chosen: {rho:.2f}")
print(f"off-diagonal segments needed: {cross_variance / target**2:.0f}")
print(f"relative variance at {test_hops:.0f} mean hops: {hop_variance:.4f}")
print(f"lattice-gas replicas, two segments each: {replicas}")
print(f"lattice-gas attempted hops per atom: {attempts:.1f}")
for n_a, collective, tracer, memory in gas:
    print(f"gas, {n_a} A atoms: collective rel. variance {collective:.3f}")
    print(f"gas, {n_a} A atoms: tracer rel. variance {tracer:.5f}")
    print(f"gas, {n_a} A atoms: segment correlation {memory:.3f}")
print(f"shift of collective variance with cell: {gas[1][1] - gas[0][1]:.3f}")
print(f"tracer variance ratio, small/large cell: {tracer_ratio:.2f}")
print(f"one-solute mean square, simulated/formula: {gas_mean / gas_formula:.4f}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {kt_ev:.4f} eV")
print(f"lattice parameter: {lattice:.2f} nm")
print(f"dilute carbon diffusivity: {diffusivity:.1e} cm2/s")
print(f"iron atoms: {iron}; carbon atoms: {carbon}")
print(f"cell volume: {volume:.3f} nm3")
print(f"hop length: {hop_length:.4f} nm")
print(f"attempted hop rate per carbon: {attempt_rate:.3e} 1/s")
print(f"blocked share of neighbour sites: {100 * blocked:.2f} %")
print(f"segment duration: {duration * 1e9:.1f} ns")
print(f"mean hops per carbon and segment: {hops_atom:.2f}")
print(f"mean hops of all carbon per segment: {hops_total:.0f}")
print(f"collective mean square: {mean_square:.2f} nm2")
print(f"Onsager coefficient L: {onsager:.3e} 1/(eV nm s)")
print(f"segments with hop correction: {corrected:.1f}")
print(f"tracer segments for the same error: {tracer_segments:.1f}")
print(f"total trajectory time: {total_time * 1e6:.2f} us")
print(f"total hops to simulate: {segments * hops_total:.3e}")
print(f"molecular-dynamics steps of 1 fs: {total_time / 1e-15:.2e}")
print(f"vibration and barrier frequency: {frequency:.1e} Hz")
print(f"vibration bias in L: {100 * vibration_bias:+.2f} %")
print(f"parabolic-barrier quantum change in L: {100 * (quantum - 1):+.2f} %")
print(f"centre-of-mass frame bias in L: {100 * (frame_factor - 1):+.2f} %")
print(f"carbon atoms with a carbon neighbour: {100 * neighbour_share:.1f} %")
print("tests ok")
```

It prints:

```
target relative standard error: 1.0 %
relative variance, isotropic Gaussian: 0.6667
segments before rounding up: 6666.7
segments needed: 6667
relative variance, one axis only: 2.0000
segments needed, one axis only: 20000
error seen in 1000 synthetic repeats: 1.000 %
probability to lie within 1 %: 68.3 %
overlap factor, 40 window lengths: 0.6794
window lengths needed, dense overlap: 4444
off-diagonal correlation chosen: 0.10
off-diagonal segments needed: 336667
relative variance at 3 mean hops: 1.0000
lattice-gas replicas, two segments each: 12000
lattice-gas attempted hops per atom: 6.0
gas, 12 A atoms: collective rel. variance 0.698
gas, 12 A atoms: tracer rel. variance 0.07543
gas, 12 A atoms: segment correlation 0.017
gas, 96 A atoms: collective rel. variance 0.681
gas, 96 A atoms: tracer rel. variance 0.00958
gas, 96 A atoms: segment correlation 0.005
shift of collective variance with cell: -0.017
tracer variance ratio, small/large cell: 7.88
one-solute mean square, simulated/formula: 1.0033
temperature: 1200 K
thermal energy: 0.1034 eV
lattice parameter: 0.36 nm
dilute carbon diffusivity: 1.0e-07 cm2/s
iron atoms: 4000; carbon atoms: 160
cell volume: 46.656 nm3
hop length: 0.2546 nm
attempted hop rate per carbon: 9.259e+08 1/s
blocked share of neighbour sites: 3.98 %
segment duration: 10.0 ns
mean hops per carbon and segment: 8.89
mean hops of all carbon per segment: 1423
collective mean square: 92.18 nm2
Onsager coefficient L: 3.184e+08 1/(eV nm s)
segments with hop correction: 6673.7
tracer segments for the same error: 48.7
total trajectory time: 66.67 us
total hops to simulate: 9.484e+06
molecular-dynamics steps of 1 fs: 6.67e+10
vibration and barrier frequency: 1.0e+13 Hz
vibration bias in L: +0.22 %
parabolic-barrier quantum change in L: +0.67 %
centre-of-mass frame bias in L: -1.70 %
carbon atoms with a carbon neighbour: 38.6 %
tests ok
```
